\section*{Rejection Sampling of Inelastic Acoustic-Phonon Scattering in a Parabolic Band}

\section{The form of the sampling density}

An electron of wavevector $\mathbf k$ in an isotropic band exchanges one acoustic phonon of wavevector $\mathbf q$ with the lattice. Counting powers of $q$ fixes the density from which $q$ must be drawn. The volume element in wavevector space gives $q^2$. The interaction energy is a deformation potential times the strain. The squared strain of one mode is $q^2$ times the squared displacement, which varies as $1/\omega\propto1/q$, so the coupling gives $q$. Energy conservation is a delta function of an energy whose dependence on the angle between $\mathbf k$ and $\mathbf q$ is $(kq/m)\cos\theta$, so the angular integral gives $1/q$. The product is $q^2$, multiplied by the phonon occupation factor. Since nothing singles out a direction perpendicular to $\mathbf k$, the azimuth is uniform.

Two dimensionless numbers remain: $x=sq/T$, which controls the occupation, and $k/k_s$ with $k_s=ms$, which controls the kinematics. Here $m$ is the effective mass, $s$ the sound speed and $T$ the temperature as an energy. The algebra is in atomic units, $\hbar=m_e=e=1$.

\section{Kinematic limits and rate}

The assumptions are a band $E=k^2/2m$, longitudinal phonons $\omega=sq$ in equilibrium, an unscreened scalar deformation potential $D$, empty final states and no umklapp. Let
\begin{equation}
N(q)=\frac1{e^{sq/T}-1},\qquad n_a=N,\qquad n_e=N+1,
\end{equation}
where $a$ and $e$ denote absorption and emission.

For absorption, $\mathbf k'=\mathbf k+\mathbf q$. With $c=\cos\theta$ the cosine between $\mathbf k$ and $\mathbf q$, energy conservation reads
\begin{equation}
\frac{k^2+2kqc+q^2}{2m}=\frac{k^2}{2m}+sq .
\end{equation}
Subtracting $k^2/2m$, multiplying by $2m$ and dividing by $q\neq0$ gives $q=2(k_s-kc)$. For emission, $\mathbf k'=\mathbf k-\mathbf q$, and the same steps give $-2kc+q=-2k_s$. Hence
\begin{equation}
c_a=\frac{2k_s-q}{2k},\qquad c_e=\frac{2k_s+q}{2k}.
\label{eq:cos}
\end{equation}
The conditions $|c|\le1$ and $q>0$ become
\begin{align}
\text{absorption:}\quad &2\max(0,k_s-k)<q<2(k+k_s),\\
\text{emission:}\quad &0<q<2(k-k_s),\quad k>k_s .
\end{align}
An electron slower than sound cannot emit. At $k=k_s/2$, for instance, it can absorb phonons with $k_s<q<3k_s$.

The squared displacement of a mode in volume $V$ with mass density $\rho$ contributes $n/(2\rho V\omega)$. The strain supplies $q^2$, so $|M|^2=D^2q\,n/(2\rho Vs)$. The golden rule then gives
\begin{align}
\Gamma&=2\pi\,\frac{V}{8\pi^3}\,2\pi\int q^2dq\,
\frac{D^2q\,n}{2\rho Vs}\int_{-1}^{1}dc\;\delta(\Delta E)\nonumber\\
&=\frac1{2\pi}\int q^2dq\,\frac{D^2q\,n}{2\rho Vs}\,V\,\frac{m}{kq}
=\frac Ck\int q^2n\,dq,\qquad C=\frac{D^2m}{4\pi\rho s}.
\label{eq:rate}
\end{align}
The second line uses $|\partial\Delta E/\partial c|=kq/m$. The limits on $q$ are those just found, and they differ for the two processes.

In terms of $x$, $\int q^2n\,dq=(T/s)^3I$, where
\begin{equation}
I_a(x)=\int_0^x\frac{y^2\,dy}{e^y-1},\qquad I_e(x)=I_a(x)+\frac{x^3}3 .
\end{equation}
The last term comes from the 1 in $N+1$. With $z=e^{-x}$ the closed form is
\begin{equation}
I_a=2\zeta(3)+x^2\ln(1-z)-2x\,\mathrm{Li}_2(z)-2\,\mathrm{Li}_3(z).
\end{equation}
To verify it, use $d\,\mathrm{Li}_2(z)/dx=\ln(1-z)$ and $d\,\mathrm{Li}_3(z)/dx=-\mathrm{Li}_2(z)$. The logarithms and dilogarithms cancel in the derivative, leaving $x^2z/(1-z)=x^2/(e^x-1)$. At $x=0$ the expression vanishes because $\mathrm{Li}_3(1)=\zeta(3)$. For small $x$ its large terms cancel, and the series $I_a=x^2/2-x^3/6+x^4/48+\dots$ is preferable.

\section{The rejection step}

Write the two target densities as $x\,h(x)$, with
\begin{equation}
h_a=\frac{x}{e^x-1},\qquad h_e=\frac{x}{1-e^{-x}} .
\end{equation}
Their derivatives have the signs of
\begin{align}
e^x-1-xe^x&=-\int_0^x te^t\,dt<0,\\
1-e^{-x}-xe^{-x}&=\int_0^x te^{-t}\,dt>0,
\end{align}
so $h_a$ falls and $h_e$ rises. On an interval $(x_1,x_2)$ the largest values are therefore $h_a(x_1)$ and $h_e(x_2)$. One event is generated as follows.

\begin{enumerate}
\item Choose emission with probability $\Gamma_e/(\Gamma_a+\Gamma_e)$, otherwise absorption. Keep this choice until a trial is accepted.
\item With $u$ uniform on $(0,1]$, propose $x=\sqrt{x_1^2+u(x_2^2-x_1^2)}$. Since $x^2$ is uniform, the density of $x$ is $2x/(x_2^2-x_1^2)$.
\item With a second uniform number $v$, accept if $v<h_a(x)/h_a(x_1)$ for absorption, or $v<h_e(x)/h_e(x_2)$ for emission. Otherwise repeat from step 2 with new numbers.
\item Set $q=xT/s$, take $c$ from Eq.~\eqref{eq:cos}, draw $\varphi$ uniformly on $(0,2\pi)$, and form
\begin{equation}
\mathbf k'=\mathbf k\pm q\left[c\,\mathbf e_3+\sqrt{1-c^2}\,(\cos\varphi\,\mathbf e_1+\sin\varphi\,\mathbf e_2)\right],
\end{equation}
with $\mathbf e_3=\mathbf k/k$, the three $\mathbf e_i$ orthonormal, and the upper sign for absorption. The new energy is $E\pm sq$.
\end{enumerate}

The accepted density is proportional to proposal times acceptance, $x\,h(x)$, so the method has no discretization error in $q$. If the event type were redrawn after a rejection, each type would be selected in proportion to its rate times its acceptance efficiency, which is the wrong ratio when the efficiencies differ.

The efficiency $\eta$ is the acceptance probability averaged over the proposal:
\begin{equation}
\eta_a=\frac{2[I_a(x_2)-I_a(x_1)]}{(x_2^2-x_1^2)\,h_a(x_1)},\qquad
\eta_e=\frac{2I_e(x_2)}{x_2^2\,h_e(x_2)} .
\end{equation}
The mean number of trials is $1/\eta$. For emission, $h_e/x=1/(1-e^{-x})$ falls with $x$, so $h_e(x)/h_e(x_2)\ge x/x_2$ and
\begin{equation}
\eta_e\ge\int_0^{x_2}\frac{2x}{x_2^2}\,\frac{x}{x_2}\,dx=\frac23 .
\end{equation}
Absorption has no such bound. For $k\ge k_s$ and $x_2\gg1$, $I_a\to2\zeta(3)$ and $\eta_a\to4\zeta(3)/x_2^2$. A flat envelope at the maximum $g$ of $x^2/(e^x-1)$ then has efficiency $2\zeta(3)/(g x_2)$, which decreases more slowly.

Rounding needs care in three places. Forming $e^x-1$ by subtraction loses relative accuracy of order $\epsilon/x$ at machine precision $\epsilon$, so a dedicated function for $e^x-1$ should be used. Rounding can make $1-c^2$ slightly negative at the limits, where it should be set to zero. For $k\ll k_s$ the absorption rate is computed from a small difference of two values of $I_a$, and direct quadrature over the narrow window is safer.

\section{Error of the elastic approximation}

Let $Q=2k$, $\delta=2k_s$, $X=sQ/T$ and $r=k_s/k$. For slow sound, at fixed $k$ and $T$, expand about the common limit $Q$. With $f_a=q^2N$ and $f_e=q^2(N+1)$,
\begin{align}
\frac{k\Gamma}{C}&=\int_0^{Q-\delta}f_e\,dq+\int_0^{Q+\delta}f_a\,dq\nonumber\\
&=\int_0^Q(f_e+f_a)\,dq-\delta(f_e-f_a)_Q+\frac{\delta^2}2(f_e+f_a)'_Q+\dots
\end{align}
Now $f_e-f_a=q^2$. From $2N+1=\coth(x/2)=(2/x)(1+x^2/12+\dots)$ it follows that $f_e+f_a=(2Tq/s)(1+x^2/12+\dots)$. The three terms are
\begin{equation}
\frac{4k^2T}{s}\left(1+\frac{X^2}{24}\right),\qquad -8k_sk^2,\qquad \frac{4k_s^2T}{s}.
\end{equation}
Dividing by the leading term gives
\begin{equation}
\frac{\Gamma}{\Gamma_{\rm el}}=1+\frac{X^2}{24}-\frac{2ms^2}{T}+r^2+O(s^4),\qquad
\Gamma_{\rm el}=\frac{D^2mkT}{\pi\rho s^2}.
\label{eq:rateerr}
\end{equation}
The relative error of the elastic rate is thus of second order in $s$; the first-order term vanishes.

The energy exchange depends on the limits already at leading order. Let $P$ be the mean energy loss per unit time. Each phonon carries $sq$, so define $F_a=sq^3N$ and $F_e=sq^3(N+1)$. Then
\begin{align}
\frac{kP}{C}&=\int_0^{Q-\delta}F_e\,dq-\int_0^{Q+\delta}F_a\,dq\nonumber\\
&=\int_0^Q sq^3dq-\delta(F_e+F_a)_Q+\frac{\delta^2}2(F_e-F_a)'_Q
-\frac{\delta^3}6(F_e+F_a)''_Q+\dots
\end{align}
The terms are, in order,
\begin{equation}
4sk^4,\qquad -16k_sk^2T\left(1+\frac{X^2}{12}\right),\qquad 24sk_s^2k^2,\qquad -\frac{16}3k_s^3T .
\end{equation}
With $k_s=ms$, the first two at leading order combine to $4sk^2(k^2-4mT)=8msk^2(E-2T)$. Restoring $C/k$ and the corrections,
\begin{equation}
P=\frac{2D^2m^2k}{\pi\rho}\left[E(1+6r^2)-2T\left(1+\frac{X^2}{12}+\frac{r^2}3\right)\right],
\label{eq:power}
\end{equation}
up to terms smaller by a further factor of order $s^2$. At leading order, electrons with $E>2T$ lose energy on average and those with $E<2T$ gain it.

The heating term $-2T$ comes from the opposite shifts $\mp2k_s$ of the upper limits. With a common limit $2k$ it is absent and $P=2D^2m^2kE/(\pi\rho)$, a loss at every energy. Such a scheme cannot keep electrons at the lattice temperature.

With the correct limits the Maxwell distribution is stationary. For two states separated by $\omega$, $Ne^{-E/T}=(N+1)e^{-(E+\omega)/T}$, and the coupling is the same in both directions, so upward and downward transitions balance pair by pair. The leading form of Eq.~\eqref{eq:power} respects this: the density of states and the factor $k$ each supply $\sqrt E$, and $\int_0^\infty E(E-2T)e^{-E/T}dE=2T^3-2T^3=0$.

These expansions lose accuracy gradually as $X$ grows: with the parameters of the example below at 0.03 eV, the rate and the power are off by about 4\% and 2\% at 20 K, where $X^2/12\approx1$, and by factors of order two at 4 K, where $X^2/12\approx25$. They also fail when $k<k_s$, where emission is closed and the lower absorption limit is no longer zero. For $ms^2\ll T$ they stay accurate down to $k=k_s$: with the parameters of the example below, both are within 1\% of the full integrals at $k=k_s$, whereas at $k=k_s/2$ Eq.~\eqref{eq:rateerr} is 27\% too high. As $k\to0$ the absorption window has width $4k$ around $q=2k_s$, and Eq.~\eqref{eq:rate} gives $\Gamma_a\to16Ck_s^2N(2k_s)$. This is finite, whereas $\Gamma_{\rm el}$ vanishes in proportion to $k$.

\section{Worked example: a silicon-like valley at 77 K}

Take $m=0.32$, $s=9000$ m/s, $D=9$ eV, $\rho=2.33$ g/cm$^3$ and $E=0.03$ eV, with $T=0.006635$ eV. Then $k=0.0502$ and $k_s=0.00249$ \AA$^{-1}$. The upper limits are
\begin{equation}
q_a=2(k+k_s)=0.1054\ \text{\AA}^{-1},\qquad q_e=2(k-k_s)=0.0954\ \text{\AA}^{-1},
\end{equation}
or $x_2=0.9407$ and $0.8519$. The rates are $\Gamma_a=1.85\times10^{11}$ and $\Gamma_e=2.76\times10^{11}$ s$^{-1}$, a mean free time of 2.2 ps, and the emission probability is $2.76/4.61=0.60$. The efficiencies are 0.72 for absorption and 0.88 for emission.

For an emission event with $u=0.36$ and $v=0.50$,
\begin{equation}
x=0.8519\sqrt{0.36}=0.5111,\qquad \frac{h_e(0.5111)}{h_e(0.8519)}=0.860>v,
\end{equation}
so the trial is accepted. The phonon has $q=0.0573$ \AA$^{-1}$ and energy $0.5111\times0.006635=0.00339$ eV, which leaves the electron with 0.0266 eV. The angle follows from
\begin{equation}
c_e=\frac{2(0.00249)+0.0573}{2(0.0502)}=0.620 .
\end{equation}
The cosine between $\mathbf k$ and $\mathbf k'$ is $(k-qc_e)/k'=0.311$.

The error formulas account for the departures from the elastic results. Here $r^2=0.0025$, $X=0.896$ and $ms^2=2(7.37\times10^{-5})$ eV, twice the energy at $k=k_s$. Equation~\eqref{eq:rateerr} gives
\begin{equation}
1+0.0335-0.0444+0.0025=0.992,
\end{equation}
in agreement with the computed ratio 0.992. The small total error hides two larger errors of opposite sign. For the energy loss, the leading formula gives $3.46\times10^8$ eV/s and the full integral $3.36\times10^8$ eV/s, which is 2.7\% lower. In Eq.~\eqref{eq:power} the $X^2$ term contributes about $-5.3\%$ and the $6r^2$ term $+2.6\%$, relative to the leading result. The common limit $2k$ gives $6.20\times10^8$ eV/s, too large by a factor 1.8.

As a test of Eq.~\eqref{eq:rate}, both rates were recomputed by integrating over the final electron direction, with $k'$ found numerically from energy conservation at each angle. They agreed to within a relative difference of $10^{-6}$, as did the absorption rate at $k=k_s/2$.

A second test followed 10\,000 electrons, all started at 0.03 eV, through 500 events each, discarding the first 250. A time average must weight the state before each event by its mean dwell time $1/\Gamma(E)$. Without the weight, equilibrium states are counted in proportion to $\Gamma$ times the Maxwell distribution, whose mean in the elastic limit is $2T$ instead of $3T/2$. The discarded part is long enough: dividing the leading $P$ by $\Gamma_{\rm el}$ gives a mean loss per event of $(2ms^2/T)(E-2T)$, so the excess over $2T$ shrinks by about 4.4\% per event. The weighted mean energy was $0.00999\pm0.00003$ eV, against $3T/2=0.00995$ eV. The fraction of time above $2T$ was $0.2635\pm0.0013$, against 0.2615 for the Maxwell distribution. Both differences are about 1.5 standard errors or less. This test probes detailed balance, that is the limits, the occupation factors and the choice of event. It does not probe the power of $q$, since the pairwise balance holds for any coupling that is the same in both directions.

Temperature changes the cost. At the same electron energy, the absorption limit is $x_2=0.24$ at 300 K and 18 at 4 K. In the latter case the linear envelope accepts 1.5\% of absorption trials and the flat envelope 20\%. Absorption is then only 0.16\% of the events, so the mean number of trials per event rises only from 1.2 at 77 K to 1.6 at 4 K. For an electron of energy $3T/2$ at 4 K the absorption efficiency is 0.33 and the mean is 2.1 trials per event.

\section{Comparison with real silicon}

The parameters are rough typical values for silicon, and the estimates below use equally rough inputs. One omission, the largest of those estimated here at high electron energy, is scattering between valleys. At 77 K it adds about 21\% to the acoustic rate at 0.03 eV, but it is about 5 times the acoustic rate at 0.10 eV, where the present model alone is inadequate. Its phonons carry 0.012 eV or more, against a mean of 0.004 eV here, so the ratio of rates does not measure the change in energy loss: with the same inputs the net intervalley loss at 0.03 eV is about $1.1\times10^9$ eV/s, three times the acoustic loss. This loss comes from the three phonons below 0.02 eV, whose couplings are fitted values; the higher ones cannot be emitted at 0.03 eV and alone give a small net gain of about $7\times10^7$ eV/s. With these inputs the $P$ computed above is only the smaller part of the energy loss at that energy, but the ratio is no firmer than those three couplings. With a shear potential equal to $D$, transverse phonons add about 38\% to the rate but only about 14\% to the energy loss, and an effective $D$ fitted to transport may already contain part of this. The ratio is sensitive to the potentials: in an ellipsoidal valley with longitudinal coupling $\Xi_d+\Xi_u\cos^2\vartheta$, $\vartheta$ being the angle between $\mathbf q$ and the valley axis, the transverse rate is 0.29 of the longitudinal one for $\Xi_d=5.0$, $\Xi_u=8.8$ eV and 0.74 for $\Xi_d=1.1$, $\Xi_u=10.5$ eV. The mass anisotropy matters for the energy exchange: replacing 0.32 by the transverse mass 0.19 or the longitudinal mass 0.92 moves the largest phonon energy from 0.0062 to 0.0048 or 0.0109 eV. For an ellipsoidal valley with these masses and the same scalar $D$ and $s$, averaged over the energy surface at 0.03 eV with the density of states as weight, the rate changes by less than 1\% but the energy loss rises by about a third, close to the factor $(m_l+2m_t)/3m_d$ with $m_d=(m_lm_t^2)^{1/3}$. The loss depends strongly on direction: it is 2.3 times the isotropic value for $\mathbf k$ along the valley axis and 0.83 times for $\mathbf k$ across it. Nonparabolicity raises the density of final states by about 4\%, and phonon dispersion lowers the largest phonon energy by 0.1 to 0.3\%, depending on the model of the branch. With $10^{14}$ cm$^{-3}$ carriers and ionized impurities, impurity scattering relaxes momentum at about 1\% of the acoustic rate at 0.03 eV, but at about 8\% at $E=3T/2$ and 18\% at $E=T$ (screened Coulomb potential in the Born approximation, which is doubtful at these energies; a classical cutoff at half the impurity spacing gives 0.8\%, 5.5\% and 11\%), and the carrier density is $3\times10^{-5}$ of the effective density of states, so empty final states are a good assumption. The inputs of these estimates are listed in the program.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass: 0.32 electron masses
sound speed: 9000 m/s
deformation potential: 9 eV
mass density: 2.33 g/cm3
lattice temperature: 77 K
thermal energy kT: 0.006635 eV
electron energy: 0.03 eV
electron wavevector k: 0.0502 1/angstrom
sonic wavevector ks: 0.002488 1/angstrom
energy at k = ks: 7.369e-05 eV
absorption upper limit of q: 0.1054 1/angstrom
emission upper limit of q: 0.09542 1/angstrom
absorption upper limit of x: 0.9407
emission upper limit of x: 0.8519
absorption rate: 1.852e+11 1/s
emission rate: 2.76e+11 1/s
probability that event is emission: 0.5985
total rate / elastic rate: 0.9917
mean absorbed phonon energy: 0.003978 eV
mean emitted phonon energy: 0.003887 eV
absorption acceptance efficiency: 0.7229
emission acceptance efficiency: 0.8844
event: first random number: 0.36
event: second random number: 0.5
event: proposed x: 0.5111
event: acceptance probability: 0.8597
event: q: 0.05725 1/angstrom
event: cosine between k and q: 0.6198
event: phonon energy: 0.003391 eV
event: final electron energy: 0.02661 eV
event: cosine between k and k': 0.3112
net loss, exact limits: 3.364e+08 eV/s
net loss, slow-sound formula: 3.456e+08 eV/s
net loss, common limit 2k: 6.198e+08 eV/s
Maxwell mean loss, common limit: 1.455e+08 eV/s
Maxwell mean loss, exact / common: 9.3e-12
ensemble mean energy: 0.009994 eV
its standard error: 3e-05 eV
three halves kT: 0.009953 eV
ensemble fraction above 2kT: 0.2635
its standard error: 0.0013
Maxwell fraction above 2kT: 0.2615
intervalley / acoustic rate at 0.03 eV: 0.21
intervalley / acoustic rate at 0.10 eV: 5.3
transverse / longitudinal rate, rough: 0.38
top phonon energy, mass 0.92: 0.0109 eV
top phonon energy, mass 0.32: 0.00624 eV
top phonon energy, mass 0.19: 0.00476 eV
nonparabolic rise of state density: 0.038
dispersion drop of top phonon energy: 0.0034
carrier and impurity density: 1e+14 1/cm3
impurity momentum rate / acoustic rate: 0.01
density / effective density of states: 2.8e-05
absorption upper limit of x at 300 K: 0.241
absorption upper limit of x at 4 K: 18.1
linear-envelope efficiency at 4 K: 0.015
flat-envelope efficiency at 4 K: 0.2
\end{verbatim}
